# Helium Conduction and Thermal Radiation across a Gap near 1000 K

## A case that can be seen at once

Let two wide, parallel, black surfaces face each other across a gap $d$ filled with still helium. One is at $T+\Delta/2$, the other at $T-\Delta/2$, and $\Delta$ is very small compared with $T$. The gas conducts a flux $k\Delta/d$, where $k$ is its conductivity. A black surface emits $\sigma T^4$, where $\sigma$ is the Stefan–Boltzmann constant, so the net radiative flux is the slope of this law times the temperature difference, $4\sigma T^3\Delta$. Both fluxes are proportional to $\Delta$, which cancels when they are set equal:

$$d=\frac{k}{4\sigma T^3}.$$

Conduction weakens as the gap widens, while radiation between wide plates does not depend on the gap. There is therefore one crossing. For a wafer in a rapid thermal processor, the next sections allow for surfaces that are not black, a finite $\Delta$, and a $k$ that varies across the gap. Low pressure, edges and gas flow are considered after that.

The two fluxes may be treated separately because helium is transparent to thermal radiation. Its atoms have no vibrations or rotations to excite, and their electronic excitation energies are far above $k_BT$. Radiation therefore deposits no heat in the gas.

## Grey surfaces

Let the surfaces be diffuse, with emissivities $e_1,e_2$ independent of wavelength, and opaque, so that they reflect fractions $1-e_1$ and $1-e_2$. Of the black-body flux $\sigma T_1^4$, surface 1 emits the fraction $e_1$. Surface 2 absorbs $e_1e_2$ on the first arrival. The rest returns to surface 1 and comes back multiplied by $r=(1-e_1)(1-e_2)$, and so on. The absorbed fraction is

$$E=e_1e_2(1+r+r^2+\dots)=\frac{e_1e_2}{1-(1-e_1)(1-e_2)}.$$

The denominator equals $e_1+e_2-e_1e_2$. Dividing numerator and denominator by $e_1e_2$ gives

$$E=\frac{1}{1/e_1+1/e_2-1}.$$

This is symmetric in the two surfaces, so the opposite stream carries the same factor and the net flux is $q_r=E\sigma(T_h^4-T_c^4)$, with $h$ for hot and $c$ for cold. For $e_1=e_2=2/3$, a rough value for hot opaque silicon, $E=1/(1.5+1.5-1)=0.5$.

## Expansion in the temperature difference

Let $T=(T_h+T_c)/2$, $\Delta=T_h-T_c$ and $x=\Delta/T$.

**Radiation.** Factor the difference of fourth powers:

$$T_h^4-T_c^4=(T_h-T_c)(T_h+T_c)(T_h^2+T_c^2).$$

The first two factors are $\Delta$ and $2T$. Since $T_{h,c}=T\pm\Delta/2$, the cross terms cancel in the third, which is $2T^2+\Delta^2/2$. Hence

$$q_r=4E\sigma T^3\Delta\left(1+\frac{x^2}{4}\right).$$

No approximation has been made here.

**Conduction.** Let $z$ run from the hot to the cold surface. In the steady state $q_c=-k(T')\,dT'/dz$ is the same at every $z$, where $T'$ is the local temperature. Integrating across the gap gives

$$q_c\,d=\int_{T_c}^{T_h}k(T')\,dT'.$$

Take $k(T')=k_T(T'/T)^n$, where $k_T$ is the conductivity at the mean temperature, and put $T'=T+s$. Then

$$k=k_T\left[1+\frac{ns}{T}+\frac{n(n-1)}{2}\frac{s^2}{T^2}+\dots\right].$$

The range of $s$ is symmetric, from $-\Delta/2$ to $\Delta/2$, so odd powers integrate to zero. The integral of $s^2$ is $\Delta^3/12$, and

$$q_c\,d=k_T\Delta\left[1+\frac{n(n-1)}{24}x^2+O(x^4)\right].$$

**Matching gap.** Setting $q_c=q_r$ and using $1/(1+x^2/4)=1-x^2/4+O(x^4)$,

$$d=d_*\left[1+\left(\frac{n(n-1)}{24}-\frac14\right)x^2+O(x^4)\right],\qquad d_*=\frac{k_T}{4E\sigma T^3}.$$

There is no term of first order in $x$ because both laws were expanded about the mean temperature. Expanding about the hot surface gives instead

$$T_h^4-(T_h-\Delta)^4=4T_h^3\Delta\left(1-\frac{3\Delta}{2T_h}+\dots\right),$$

so a coefficient $4E\sigma T_h^3$ is wrong already at first order.

## Numbers for a hot plate

Take a wafer at 1050 K and a plate at 950 K, so that $T=1000$ K and $x=0.1$. The inputs are $k_T=0.35$ W/(m K), $n=0.7$ and $E=0.5$; the conductivity and its exponent are rough values for helium. Kinetic theory with an accurate helium pair potential gives about 0.36 W/(m K) at 1000 K, which would lengthen the 3.09 mm and 6.38 mm gaps found below by 3 to 4 %, to about 3.2 and 6.6 mm. The radiative coefficient is

$$h_r=4E\sigma T^3=4(0.5)(5.6704\times10^{-8})(10^9)=113.4\ \text{W/(m}^2\,\text{K)},$$

and the leading estimate of the gap is

$$d_*=\frac{0.35}{113.4}\ \text{m}=3.09\ \text{mm}.$$

The inputs justify "about 3 mm". For constant $k$, the conducted flux at this gap is 1.134 W/cm². The radiated flux is larger by $x^2/4=0.25\,\%$, or 1.137 W/cm². Linearizing about the wafer temperature would overestimate the radiated flux by 15.5 %, of which the first-order term $3\Delta/(2T_h)$ accounts for about 14 %.

With variable conductivity, the correction to the gap is

$$\left(\frac{0.7(-0.3)}{24}-\frac14\right)(0.1)^2=-0.259\,\%.$$

A finite-volume solution of the heat equation with 400 cells, combined with numerical integration of Planck's spectrum, gives $-0.258\,\%$. The difference is within the neglected $O(x^4)$. Almost all of the correction comes from the factor $1+x^2/4$ in the radiated flux; the variation of $k$ contributes only $-0.009\,\%$.

The mean temperature matters far more. At fixed $E$, $d_*\propto T^{n-3}=T^{-2.3}$, which gives 3.93 mm at 900 K and 2.48 mm at 1100 K. At other gaps the ratio of conduction to radiation is, to leading order, $d_*/d$; at 1 mm conduction is about three times stronger.

## The opposite limit: a cold plate

When the plate is much colder than the wafer, $x$ is of order one and the series cut off at $x^2$ is no longer accurate. The integrals can be done directly. With $k_h$ the conductivity at $T_h$ and $\rho=T_c/T_h$,

$$\int_{T_c}^{T_h}k_h\left(\frac{T'}{T_h}\right)^n dT'=\frac{k_hT_h}{n+1}\left(1-\rho^{\,n+1}\right).$$

Dividing by $E\sigma T_h^4(1-\rho^4)$ gives

$$d=\frac{k_h}{4E\sigma T_h^3}\;\frac{4}{n+1}\;\frac{1-\rho^{\,n+1}}{1-\rho^4}.$$

The first factor is the hot-plate estimate evaluated at the wafer temperature. As $\rho\to0$ within this power law, the gap tends to $4/(n+1)\approx2.35$ times that estimate. The reason is that $\sigma T^4$ is a quarter of $4\sigma T^3\cdot T$, whereas the conductivity integral is reduced only by $1/(n+1)$.

For a wafer at 1000 K and a plate at 300 K, with $E$ held at 0.5, the result is 6.38 mm. Keeping $k$ constant at 0.35 W/(m K) would give 8.71 mm, because it overstates conduction through the cooler gas. The 3 mm rule therefore does not hold for a cold plate.

## Low pressure: the temperature jump

The conductivity of a dilute gas does not depend on pressure, but its thermal contact with a wall does. The flux of atoms onto a wall is $\Phi=p/\sqrt{2\pi mk_BT}$, where $m$ is the atomic mass. The motion normal to the wall brings a mean energy $k_BT$, since faster atoms arrive more often, and the two transverse directions bring $k_BT/2$ each. The total is $2k_BT$ per atom. Define

$$h_0=2k_B\Phi=\frac{2k_Bp}{\sqrt{2\pi mk_BT}}.$$

Suppose the gas next to a wall at $T_w$ has temperature $T_g$ and carries a flux $q$ towards the wall. In the gas, this flux comes from a small part of the velocity distribution that is odd in the normal velocity. Its contribution to the energy flux is even in that velocity, so the incoming half of the atoms carries $q/2$. Assume that this holds right up to the wall. The incoming energy flux is then $J=h_0T_g+q/2$.

Let a fraction $a$, the accommodation coefficient, leave with the energy proper to $T_w$, while the rest keep their energy. The net flux is

$$q=J-\left[a h_0T_w+(1-a)J\right]=a\left[h_0(T_g-T_w)+\frac q2\right].$$

Collecting $q$ gives $q(1-a/2)=ah_0(T_g-T_w)$, so

$$T_g-T_w=\frac{2-a}{2a}\,\frac{q}{h_0}=\frac{q\,g}{k},\qquad g=\frac{k(2-a)}{2a\,h_0}.$$

The jump acts like an extra gas layer of thickness $g$ at each wall. To leading order in $\Delta$,

$$\Delta=\frac{q(d+2g)}{k},\qquad h_c=\frac{q}{\Delta}=\frac{k}{d+2g},$$

and the matching gap becomes $d_*-2g$.

For $a=0.4$, a rough input, and 760 Torr, $h_0=1.165\times10^5$ W/(m² K) and $g=6.01$ µm. The two jumps shorten the gap by 0.39 %. Since $g\propto1/p$, the matching gap falls to 2.99 mm at 100 Torr and 2.17 mm at 10 Torr. Within about a mean free path of the wall the assumed velocity distribution is not accurate. Allowing for this lengthens $g$ by several per cent and lowers the 10 Torr gap by about 3 %.

As $d\to0$, $h_c$ tends to $k/(2g)=ah_0/(2-a)$. This agrees with a gas without collisions between atoms. Let $J_+$ and $J_-$ be the energy streams leaving the hot and cold walls:

$$J_+=ah_0T_h+(1-a)J_-,\qquad J_-=ah_0T_c+(1-a)J_+.$$

Subtracting gives $J_+-J_-=ah_0\Delta-(1-a)(J_+-J_-)$, hence $J_+-J_-=ah_0\Delta/(2-a)$. For $a=0.4$ the ceiling is $h_0/4$. It equals $h_r$ at 2.96 Torr; below that pressure, in this model, helium cannot match radiation at any gap. Between the two limits, the formula for $h_c$ is an interpolation; for $a=0.4$ it lies about 3 to 5 % above a solution of the BGK kinetic model when the gap is one to ten mean free paths.

## What the wide, still gap leaves out

For a wafer of radius $R=150$ mm, $d_*/R=2.06\,\%$. Ray tracing with diffuse reflections shows that escape at the edge lowers the radiative exchange by 2.4 %. With conduction unchanged, the matching gap would rise by about the same fraction. For two discs alone in the gas, fringing strengthens conduction and so raises the gap further. This effect is also of order $d/R$, up to a logarithmic factor. At this gap it strengthens conduction by about 3 to 4.5 %, depending on the temperature of the surrounding gas.

Buoyancy drives a speed of order $U\sim g_0(\Delta/T)d^2/\nu$, where $g_0$ is the acceleration of gravity and $\nu$ the kinematic viscosity. Its heat transport relative to conduction is measured by $Ud/\alpha$, with $\alpha$ the thermal diffusivity. This is the Rayleigh number, here 0.023, so convection is negligible. For the 6.4 mm cold-plate gap, with properties taken at the mean temperature of 650 K, it is about 9, still far below the value of about 1700 at which a layer heated from below starts to overturn. Suppose a purge flow of speed $U$ enters the gap at a temperature that differs from those of the surfaces by about $\Delta$. Per unit width it carries heat at a rate of about $(k/\alpha)Ud\Delta$, since $k/\alpha$ is the heat capacity per volume. Conduction over the length $2R$ carries $2Rk\Delta/d$. The two are comparable when $U\sim2\alpha R/d^2$, about 44 m/s; at 0.4 m/s the share of the flow is of order 1 %. Gas that enters much colder than both surfaces takes up more heat, in proportion to its temperature deficit. Near-field radiation matters at gaps comparable to $\hbar c/(k_BT)=2.29$ µm, far below 3 mm.

## Against a real process chamber

A 300 mm wafer in helium near atmospheric pressure, a few millimetres from a plate, is a realistic arrangement for conduction-assisted heating or cooling. The least secure assumptions are the plate temperature and the emissivities. A cooled plate moves the matching gap from 3.1 to 6.4 mm at $E=0.5$. With both surfaces near 1000 K and the wafer emissivity held at 2/3, a reflective plate of emissivity 0.2 gives $E=0.182$ and a gap of 8.49 mm, while a black plate gives 2.31 mm. Silicon's emissivity also depends on doping and surface films, and lightly doped silicon becomes partly transparent in the infrared at lower temperatures. These changes far exceed the correction of order $x^2$ for the hot plate. The gaps in this section are for wide plates. For two discs of 150 mm radius alone in the gas, radiative escape and fringing of the conducted heat would together lengthen the 6.4 mm gap by roughly 12 to 16 % and the 8.49 mm gap by roughly 20 to 26 %. The lower figures count the heat reaching the plate when the surroundings are at the plate temperature. The upper figures take the conducted heat for distant gas midway between the two discs, while still counting only the disc-to-disc radiative exchange. The numerical output below lists the main values used here.

## Table of computed values

```
mean temperature: 1000 K
helium conductivity (rough input): 0.35 W/(m K)
conductivity exponent (rough input): 0.7
wafer and plate emissivity (rough): 0.667, 0.667
effective emissivity: 0.500
Stefan-Boltzmann constant: 5.6704e-08 W/(m2 K4)
linearized radiative coefficient: 113.4 W/(m2 K)
same from Planck spectrum: 113.4 W/(m2 K)
matching gap: 3.09 mm
conductive coefficient at 3 mm: 116.7 W/(m2 K)
conduction/radiation at 1 mm gap: 3.09
example wafer, plate temperature: 1050, 950 K
conducted flux at matching gap: 1.134 W/cm2
radiated flux, not linearized: 1.137 W/cm2
radiation above linear law about mean: 0.25 %
error if linearized at wafer T: 15.5 %
gap shift, 100 K difference, variable k: -0.258 %
same from series: -0.259 %
local exponent of gap in mean T: -2.300
matching gap at mean 900 K: 3.93 mm
matching gap at mean 1100 K: 2.48 mm
plate emissivity 0.2: effective 0.182, gap 8.49 mm
plate emissivity 1.0: effective 0.667, gap 2.31 mm
gap, wafer 1000 K, plate 300 K: 6.38 mm
same with constant k: 8.71 mm
mesh shift, 200 to 400 cells: 3.3e-05 %
accommodation coefficient (rough input): 0.4
free-molecule coefficient, 760 Torr: 1.165e+05 W/(m2 K)
jump length per wall, 760 Torr: 6.01 um
gap reduction by jumps: 0.39 %
matching gap with jumps at 760 Torr: 3.07 mm
matching gap with jumps at 100 Torr: 2.99 mm
matching gap with jumps at 10 Torr: 2.17 mm
pressure below which no gap matches: 2.96 Torr
wafer radius: 150 mm
gap/radius: 2.06 %
disc view factor, formula and rays: 0.9796, 0.9798
radiative exchange lost at edge: 2.4 %
helium density, 760 Torr: 0.0488 kg/m3
thermal diffusivity: 13.8 cm2/s
Rayleigh number, 100 K difference: 0.023
purge speed carrying comparable heat: 44 m/s
thermal length hbar c/(kB T): 2.29 um
```
